# The Overheating Criterion for S-Shaped and N-Shaped Hot-Electron Characteristics

## 1. What scaling and symmetry fix

A field $E$ heats a uniform electron gas of density $n$ from the lattice temperature $T$ to a temperature $T_e=\theta T$. Suppose the mobility is $\mu=\mu_0\theta^q$ and the energy relaxation time is $\tau_\varepsilon=\tau_0\theta^r$. The heating cannot depend on the sign of $E$, so $E^2$ enters. The only field squared that can be built from $kT$, $e$, $\mu_0$ and $\tau_0$ is $kT/(e\mu_0\tau_0)$. Hence $E^2$ is this quantity times a function of $\theta$, $q$ and $r$, and the threshold value of $\theta$ for any change in the shape of the characteristic can depend on $q$ and $r$ alone.

A symmetry fixes more. The current density $j$ and the field enter through two relations,

$$jE=nP(\theta),\qquad j/E=ne\mu_0\theta^{q},$$

where $P$ is the power one electron gives to the lattice. In units that make $ne\mu_0=1$, exchanging $j$ and $E$ leaves the first relation unchanged and turns $q$ into $-q$ in the second. A result for the field at $q$ is therefore a result for the current at $-q$. The criterion must involve $|q|$, and the sign of $q$ must decide which variable turns back.

Strong heating shows where the boundary lies. For $\theta\gg1$ the loss scales as $(T_e-T)/\tau_\varepsilon\propto\theta^{1-r}$, so $E^2\propto P/\mu\propto\theta^{1-r-q}$. The field needed to hold the electrons hot decreases with temperature if $r+q>1$. By the exchange symmetry, the current decreases if $r-q>1$. The following parts derive the power laws, the threshold and the stability.

## 2. Mobility of the heated gas

Assume a parabolic band of mass $m$, nondegenerate electrons and fixed $n$. Assume also that collisions between electrons share energy faster than the lattice removes it, so that the isotropic part of the distribution is a Maxwellian at $T_e$. Momentum is lost to the lattice and to impurities. With the density of states written as $g=\varepsilon^{1/2}$, normalization to one electron, $\int gf\,d\varepsilon=1$, gives

$$f=\frac{e^{-\varepsilon/kT_e}}{\Gamma(3/2)(kT_e)^{3/2}},\qquad f'=-\frac{f}{kT_e}.$$

The force on an electron is $-eE$. To first order in the anisotropic part $f_1$, the steady Boltzmann equation is $-eEv_xf'=-f_1/\tau_m$, so $f_1=e\tau_mEv_xf'$. The current density is $-en$ times the average of $v_x$ over $f_1$. The angular average of $v_x^2$ is $2\varepsilon/3m$, hence

$$\mu=\frac{j}{neE}=\frac{2e}{3m}\int_0^\infty \varepsilon\,\tau_m\,g\,(-f')\,d\varepsilon .$$

Let $\tau_m=\tau_1(\varepsilon/kT)^q$. The integral needed is

$$\int_0^\infty\varepsilon^{3/2+q}e^{-\varepsilon/kT_e}d\varepsilon=\Gamma(5/2+q)(kT_e)^{5/2+q},$$

which converges for $q>-5/2$. The powers of $kT_e$ add to $5/2+q-3/2-1=q$. With $\Gamma(5/2)=\tfrac32\Gamma(3/2)$,

$$\mu=\mu_0\theta^q,\qquad \mu_0=\frac{e\tau_1}{m}\,\frac{\Gamma(5/2+q)}{\Gamma(5/2)} .$$

The exponent of the microscopic time passes unchanged to the mobility. Averaging alters only the prefactor.

## 3. Energy loss to the lattice

Let each collision change the energy by much less than $kT$. Energy exchange is then a drift and a diffusion along the energy axis:

$$\left(\frac{\partial f}{\partial t}\right)_{\rm lattice}=\frac1g\frac{dJ}{d\varepsilon},\qquad J=g\,(af+Df').$$

Here $J$ is the flux towards lower energy. It must vanish for a Maxwellian at the lattice temperature, for which $f'=-f/kT$; therefore $D=kT\,a$. The energy relaxation time is defined by $a=\varepsilon/\tau_e(\varepsilon)$.

The mean energy changes at the rate $\int\varepsilon\,(dJ/d\varepsilon)\,d\varepsilon=[\varepsilon J]-\int J\,d\varepsilon$. The boundary term vanishes, so the power lost is $P=\int J\,d\varepsilon$. For the heated gas,

$$J=g\frac{\varepsilon}{\tau_e}f\left(1-\frac{T}{T_e}\right).$$

With $\tau_e=\tau_2(\varepsilon/kT)^r$, the same gamma integral with $q$ replaced by $-r$ gives

$$P=\left(1-\frac{T}{T_e}\right)\frac{(kT)^r(kT_e)^{1-r}}{\tau_2}\frac{\Gamma(5/2-r)}{\Gamma(3/2)}
=\frac{k(T_e-T)}{\tau_2}\frac{\Gamma(5/2-r)}{\Gamma(3/2)}\theta^{-r}.$$

The factor $T_e-T$ thus follows from detailed balance. Since the mean energy is $\tfrac32kT_e$, we write

$$P=\frac{3k(T_e-T)}{2\tau_\varepsilon},\qquad \tau_\varepsilon=\tau_0\theta^r,\qquad \frac1{\tau_0}=\frac{1}{\tau_2}\frac{\Gamma(5/2-r)}{\Gamma(5/2)} .$$

Electrons must not leak out at zero energy, so $J\propto\varepsilon^{3/2-r}$ must vanish there. This requires $r<3/2$.

## 4. Where the exponents come from

For elastic scattering with momentum transfer $p$ and probability $W(p)$,

$$\frac1{\tau_m}\propto \kappa\int_{-1}^{1}(1-c)\,W(p)\,dc,\qquad p^2=2\kappa^2(1-c),$$

where $\kappa=\sqrt{2m\varepsilon}$ is the electron momentum and $c$ the cosine of the scattering angle. The prefactor $\kappa$ is the density of final states.

Acoustic phonons of energy $sp\ll kT$, with $s$ the sound speed, have occupation near $kT/sp$. The squared deformation coupling is proportional to $p$, so $W$ is constant, $1/\tau_m\propto\kappa$ and $q=-1/2$. The squared piezoelectric coupling is proportional to $1/p$, so $W\propto p^{-2}$, $1/\tau_m\propto\kappa^{-1}$ and $q=+1/2$.

For energy exchange, $D$ is half the mean squared energy change per unit time. Thus $\varepsilon/\tau_e=D/kT\propto \kappa\int p^2W\,dc$. This is proportional to $\kappa^3$ for deformation coupling and to $\kappa$ for piezoelectric coupling. Dividing by $\varepsilon\propto\kappa^2$ gives $r=-1/2$ and $r=+1/2$. A calculation of phonon emission minus absorption with full Planck occupation confirms both values. The condition $sp\ll kT$ weakens as the gas heats, because $p$ grows with $T_e$ while $T$ stays fixed. The two values of $r$ survive this, but the deformation value of $q$ steepens: for $s=5$ km/s, $m=0.1$ electron masses and $T=20$ K it is about $-0.6$ at $\theta\approx23$ and $-0.7$ at $\theta\approx55$.

Screened ionized impurities have $W\propto(p^2+p_s^2)^{-2}$. With $y=1-c$ and $\delta=p_s^2/2\kappa^2\ll1$,

$$\frac1{\tau_m}\propto\kappa^{-3}\int_0^2\frac{y\,dy}{(y+\delta)^2}\simeq\kappa^{-3}L,\qquad L=\ln\frac{4\kappa^2}{p_s^2}-1 .$$

Since $dL/d\ln\varepsilon=1$, the local exponent is $q=3/2-1/L$. For $p_s^2=10^{-4}mkT$ at $\varepsilon=kT$ the computed value is 1.40; for $10^{-8}mkT$ it is 1.45. Setting $q=3/2$ drops this correction, which is small only for weak screening. If the heated electrons themselves do the screening, $p_s^2\propto n/T_e$ falls as they heat, $L$ grows faster, and the mobility exponent is lower still.

## 5. The steady characteristic

In the steady state the Joule power per electron equals the loss:

$$e\mu_0\theta^qE^2=\frac{3kT}{2\tau_0}(\theta-1)\theta^{-r}.$$

Define $E_0^2=3kT/(2e\mu_0\tau_0)$ and $j_0=ne\mu_0E_0$. Division by $e\mu_0\theta^q$ gives the field, and $j=ne\mu_0\theta^qE$ gives the current:

$$\frac{E^2}{E_0^2}=(\theta-1)\theta^{-r-q},\qquad
\frac{j^2}{j_0^2}=(\theta-1)\theta^{-r+q}.$$

The characteristic is a curve with parameter $\theta>1$. The exchange symmetry of Section 1 is visible in the sign of $q$.

**Weak heating.** For $\theta-1\ll1$ the first relation gives $\theta-1\simeq E^2/E_0^2$, so $j\simeq ne\mu_0E(1+qE^2/E_0^2)$. The curve bends upwards for $q>0$ and downwards for $q<0$. The exponent $r$ does not enter at this order.

**Strong heating.** For $\theta\gg1$, and while both exponents of $\theta$ stay positive, eliminating $\theta$ gives

$$j\propto E^{(1-r+q)/(1-r-q)} .$$

For deformation acoustic scattering in both roles, $q=r=-1/2$ and $j\propto E^{1/2}$: the curve flattens but does not turn.

## 6. The criterion

Logarithmic differentiation, using $d\ln(\theta-1)/d\ln\theta=\theta/(\theta-1)$, gives

$$D_E\equiv\frac{d\ln E^2}{d\ln\theta}=\frac{\theta}{\theta-1}-r-q,\qquad
D_j\equiv\frac{d\ln j^2}{d\ln\theta}=\frac{\theta}{\theta-1}-r+q,$$

$$\frac{dj}{dE}=\frac jE\,\frac{D_j}{D_E}.$$

The function $\theta/(\theta-1)=1+1/(\theta-1)$ falls steadily from infinity at $\theta=1$ to 1 at $\theta\to\infty$. It therefore meets a constant $\sigma$ once if $\sigma>1$, and never if $\sigma\le1$. Solving $\theta=\sigma(\theta-1)$ gives $\theta=\sigma/(\sigma-1)$. This decreases as $\sigma$ grows, so the larger of $r+q$ and $r-q$ produces the first turn. The larger one is $r+|q|$.

Negative differential conductivity needs $D_E$ and $D_j$ of opposite sign. Within the power-law model it therefore occurs if and only if

$$\boxed{q\neq0,\quad r+|q|>1},\qquad \theta_c=\frac{r+|q|}{r+|q|-1}.$$

- If $q>0$, $D_E$ changes sign first. The field passes a maximum while the current still rises. This is the beginning of an S-shaped curve, with several currents at one field.
- If $q<0$, $D_j$ changes sign first. The current passes a maximum while the field still rises. This is the beginning of an N-shaped curve, with several fields at one current.

The physical content is a competition. Hot electrons become poor at losing energy when $r$ is large. For $q>0$ they also absorb more power at a given field, because their mobility rises. For $q<0$ they absorb more power at a given current, because their resistance rises.

Curves built from numerically averaged mobility and loss were tested for 36 exponent pairs. The presence, order and position of the turns agreed with these formulas; nine pairs were S type and nine N type.

### Special cases

If $r-|q|>1$ as well, the second variable turns at $\theta=(r-|q|)/(r-|q|-1)$. Beyond it $D_E$ and $D_j$ are both negative, so the slope is positive again. Section 7 shows that these states are nevertheless unstable.

If $q=0$, then $D_E=D_j$ and $j\propto E$ throughout. For $r>1$ the field still has a maximum, at $\theta=r/(r-1)$. Above that field no steady state exists and the electrons run away in temperature, without any negative slope beforehand.

If $r+|q|=1$ with $q\neq0$, one variable saturates. For $q>0$ the field obeys $E^2=E_0^2(1-1/\theta)$ and approaches $E_0$ from below. For $q<0$ the current approaches $j_0$ in the same way.

The mechanisms of Section 4 illustrate the cases. Impurity momentum scattering with piezoelectric energy loss gives $r+q=2$, an S type. Replacing the energy loss by deformation coupling gives $r+q=1$, the marginal case; here the neglected logarithm matters, since it places the local sum below one. No pair from Section 4 gives an N type: the most favourable, $q=-1/2$ with $r=+1/2$, is only marginal. N-shaped curves in real crystals usually come from mechanisms outside this model, such as transfer of electrons to heavier valleys.

## 7. Which states are stable

Away from the steady state, $\tfrac32k\,dT_e/dt=e\mu E^2-P$. Dividing by $3kT/2\tau_0$ gives, at fixed field and at fixed current respectively,

$$\tau_0\dot\theta=\frac{E^2}{E_0^2}\theta^{q}-\ell,\qquad
\tau_0\dot\theta=\frac{j^2}{j_0^2}\theta^{-q}-\ell,\qquad \ell=(\theta-1)\theta^{-r}.$$

The second form uses $\mu E^2\propto j^2/\mu$. At the steady state the heating term equals $\ell$. Its derivative with respect to $\theta$ is then $\pm q\ell/\theta$, while that of the loss is $(\ell/\theta)[\theta/(\theta-1)-r]$. A small perturbation therefore grows as $e^{\lambda t}$ with

$$\lambda_E=-\frac{(\theta-1)\theta^{-r-1}}{\tau_0}D_E,\qquad
\lambda_j=-\frac{(\theta-1)\theta^{-r-1}}{\tau_0}D_j .$$

It follows that $dj/dE=(j/E)\lambda_j/\lambda_E$. A negative slope means stability under one drive and instability under the other. On the S-type falling branch $D_E<0<D_j$: it is stable at fixed current and unstable at fixed field. On the N-type falling branch the roles are reversed. Beyond a second turn both rates are positive, so neither drive holds the state.

These rates describe a uniform change of temperature. Nonuniform changes can escape the control. Consider two equal halves of a sample side by side, sharing one field, and raise one temperature while lowering the other equally. To first order the total current is unchanged, so a current source does not react, and the difference grows at the rate $\lambda_E$. In the S case this begins a division of the sample into hot and cold current filaments. Two halves in series share one current. An opposite change leaves the total voltage unchanged, and the difference grows at $\lambda_j$, which in the N case begins a field domain. This argument neglects heat conduction by the electrons and the displacement current, and it keeps the density uniform.

## 8. Worked example: the two falling branches

Take round model parameters: $T=20$ K, $\mu_0=10^4$ cm²/(V s), $\tau_0=100$ ps, $n=10^{14}$ cm⁻³ and $m=0.1$ electron masses. The definitions in Section 5 give $E_0=50.84$ V/cm and $j_0=8.146$ A/cm².

**S type: $q=3/2$, $r=1/2$.** The value of $q$ is the weak-screening limit of Section 4. With screening by the electrons themselves and a relative permittivity of 12, the mobility exponent at this density would be about 1.1 to 1.2, and the turn would come near $\theta=2.4$. These are Born-approximation values, and that approximation is marginal here because $kT_e$ lies below the donor binding energy of about 9 meV; correcting for this lowers the exponent to roughly 1.0 and delays the turn to roughly $\theta=2.7$. The limiting exponents keep the arithmetic simple. Here $r+|q|=2$, so $\theta_c=2/(2-1)=2$ and $T_e=40$ K. At this threshold

$$E=E_0\sqrt{1\cdot2^{-2}}=25.4\ \text{V/cm},\qquad j=j_0\sqrt{1\cdot2}=11.5\ \text{A/cm}^2 .$$

At $\theta=3$ the field has fallen to $E_0\sqrt{2/9}=24.0$ V/cm, while the current has risen to $j_0\sqrt{6}=20.0$ A/cm². There $D_E=1.5-2=-0.5$ and $D_j=1.5-0.5+1.5=2.5$, so $dj/dE=-5\,j/E$. The rates are $\lambda_E=+1.9$ ns⁻¹ and $\lambda_j=-9.6$ ns⁻¹.

**N type: $q=-1/2$, $r=1$.** These are model exponents. Now $r+|q|=3/2$, so $\theta_c=1.5/0.5=3$ and $T_e=60$ K. At this threshold

$$E=E_0\sqrt{2\cdot3^{-1/2}}=54.6\ \text{V/cm},\qquad j=j_0\sqrt{2\cdot3^{-3/2}}=5.05\ \text{A/cm}^2 .$$

At $\theta=5$ the field is 68.0 V/cm and the current 4.87 A/cm². With $D_E=1.25-0.5=0.75$ and $D_j=1.25-1.5=-0.25$, the slope is $-\tfrac13j/E$. The rates are $\lambda_E=-1.2$ ns⁻¹ and $\lambda_j=+0.4$ ns⁻¹. The drop in current is shallow: 3.6% of its maximum value while the temperature rises from 60 to 100 K.

**Drift energy.** The theory ignores the energy of drift, $\tfrac12m(\mu E)^2$. With $\bar\tau=m\mu/e$ and $e\mu E^2=P$, this energy equals $\tfrac12\bar\tau P$. Its ratio to the thermal energy is

$$\frac{\tfrac12\bar\tau P}{\tfrac32kT_e}=\frac{\bar\tau}{2\tau_\varepsilon}\left(1-\frac1\theta\right).$$

The ratio is 0.3% at the S threshold and 0.04% at the N threshold. Neglecting the drift energy is justified when momentum relaxes much faster than energy, as here.

## 9. What completes the S or the N

A single pair of exponents gives the first turn but no return to a stable hot branch. That requires another mechanism, effective at high $T_e$.

**Completed S.** Add a second momentum-scattering channel with mobility exponent $-1/2$, and add the inverse mobilities as a model approximation:

$$\frac1\mu=\frac1{\mu_0}\left(\theta^{-3/2}+d\,\theta^{1/2}\right).$$

Here $\mu_0$ belongs to the first channel alone. Keeping $r=1/2$, the balance $E^2\propto P/\mu$ becomes

$$\frac{E^2}{E_0^2}=(\theta-1)\theta^{-1/2}\left(\theta^{-3/2}+d\,\theta^{1/2}\right)=(\theta-1)(\theta^{-2}+d).$$

Its derivative is $-\theta^{-2}+2\theta^{-3}+d$. Setting this to zero and multiplying by $\theta^3$ gives $d\,\theta^3=\theta-2$. The ratio $(\theta-2)/\theta^3$ has its maximum where $\theta=3(\theta-2)$, that is at $\theta=3$, with value $1/27$. Two turns exist for $0<d<1/27$; a stronger second channel removes the S altogether. The limit depends on the approximation of adding inverse mobilities: adding the scattering rates at each energy before averaging lowers it to about 0.019, and for $d=0.01$ moves the turns given below to about $\theta=2.3$ and $7.1$. The current rises throughout, because $j^2/j_0^2=\theta(\theta-1)/(1+d\theta^2)$ has a derivative with the sign of $2\theta-1+d\theta^2>0$.

For $d=0.01$ the turns lie at $\theta=2.09$, $E=25.9$ V/cm, and at $\theta=8.79$, $E=21.5$ V/cm. At fixed field the net heating $e\mu E^2-P$ equals $e\mu$ times the applied $E^2$ minus the steady-state $E^2(\theta)$, so a state is stable where $E^2(\theta)$ rises. Between these fields a cold and a hot state are therefore both stable at fixed field. If the field is raised 1% above the first turn, the electrons heat up to $\theta=23.5$, or 470 K (about $\theta=16$ if the scattering rates are added at each energy). When the field is lowered again they stay hot down to the second turn, which is hysteresis.

**Completed N.** Keep $q=-1/2$, $r=1$ and add an energy-loss channel with exponent $-1/2$, so that $P\propto(\theta-1)(\theta^{-1}+c\,\theta^{1/2})$. Then $j^2\propto P\mu$ gives

$$\frac{j^2}{j_0^2}=(\theta-1)(\theta^{-3/2}+c).$$

The derivative $-\tfrac12\theta^{-3/2}+\tfrac32\theta^{-5/2}+c$ vanishes when $c\,\theta^{5/2}=(\theta-3)/2$. The ratio $(\theta-3)/(2\theta^{5/2})$ is largest where $\theta=\tfrac52(\theta-3)$, that is at $\theta=5$, so two turns require $0<c<5^{-5/2}\simeq0.018$. The field rises throughout, since $E^2/E_0^2=(\theta-1)(\theta^{-1/2}+c\,\theta)$ is a sum of rising terms.

For $c=0.005$ the current has its maximum, 5.12 A/cm², at $\theta=3.18$ and its minimum, 4.52 A/cm², at $\theta=19.2$. A current source set 1% above the maximum drives the gas to $\theta=55$, about 1100 K.

These hot-branch temperatures follow from the chosen extra channels and from the assumed Maxwellian. That assumption is less secure on the hot branch, because at fixed density collisions between electrons share energy more slowly as the gas heats. The model contains no optical phonons, no change of carrier density and no band nonparabolicity. The first of these can matter long before the hot branch is reached: in polar crystals the emission of optical phonons can rival the loss assumed in Section 8 already at about 40 K. Because that loss rises steeply with $T_e$, it can remove the turn. The fixed density can also fail early. With the parameters of Section 8, most shallow donors would be neutral at 20 K, and heated electrons ionize them by impact; in real doped crystals at low temperature this is the usual source of an S-shaped curve. The numbers therefore illustrate the model and do not predict the behaviour of a particular material. At the strengths chosen here, the added channels move the first turn from $\theta=2$ to 2.09 in the S case (to about 2.3 if the rates are added at each energy) and from 3 to 3.18 in the N case. The full set of values is in the numerical output.

## Computed results

```
lattice temperature T = 20 K
mobility at Te=T: 10000 cm^2/(V s)
energy relaxation time at Te=T: 100 ps
electron density: 1.0e+14 cm^-3
effective mass: 0.1 electron masses
E0 = 50.84 V/cm
j0 = 8.146 A/cm^2
q deformation acoustic = -0.500
q piezoelectric = 0.500
q impurity, screened = 1.403
q impurity, weaker screening = 1.449
r deformation acoustic = -0.500
r piezoelectric = 0.500
exponent pairs: 36, S type: 9, N type: 9
S: q = 1.5, r = 0.5, r+|q| = 2.0
S threshold: Te/T = 2.000, Te = 40.0 K
S threshold: E = 25.42 V/cm
S threshold: j = 11.521 A/cm^2
S threshold: drift/thermal energy = 0.00284
S falling branch: Te/T = 3.0
S falling branch: E = 23.97 V/cm
S falling branch: j = 19.954 A/cm^2
S (dj/dE)/(j/E) = -5.0000
S rate at fixed field = 1.925 per ns
S rate at fixed current = -9.623 per ns
N: q = -0.5, r = 1.0, r+|q| = 1.5
N threshold: Te/T = 3.000, Te = 60.0 K
N threshold: E = 54.64 V/cm
N threshold: j = 5.054 A/cm^2
N threshold: drift/thermal energy = 0.00036
N falling branch: Te/T = 5.0
N falling branch: E = 68.00 V/cm
N falling branch: j = 4.873 A/cm^2
N (dj/dE)/(j/E) = -0.3333
N rate at fixed field = -1.200 per ns
N rate at fixed current = 0.400 per ns
extra channels: d = 0.01, c = 0.005
limits for two turns: d < 0.03704, c < 0.01789
full S, first turn: Te/T = 2.091, E = 25.948 V/cm
full S, second turn: Te/T = 8.789, E = 21.495 V/cm
full S, 1% past first turn: Te/T = 23.49, Te = 470 K
full N, first turn: Te/T = 3.180, j = 5.122 A/cm^2
full N, second turn: Te/T = 19.242, j = 4.516 A/cm^2
full N, 1% past first turn: Te/T = 55.23, Te = 1105 K
```
